# The weak-friction Kramers escape rate, derived in two ways: verification in Python

```python
"""Weak-friction Kramers escape rate from energy diffusion.

Result under test:  k = gamma * S_b / kT * (w0 / 2 pi) * exp(-E_b / kT)
  gamma : friction rate (force = -gamma * p)    w0 : frequency at the well bottom
  S_b   : full-orbit action, closed integral of p dx, at the barrier energy E_b
  kT    : thermal energy                        delta = gamma * S_b / kT
Conditions: delta << 1, E_b >> kT, small energy steps, no return after escape.
Model tests use mass = w0 = kT = 1; the iodine example uses SI internally.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.stats import norm

pi = np.pi

# ---- Energy drift and diffusion from the phase-space generator ----
x, p = sp.symbols("x p", real=True)
m, g, kT_s = sp.symbols("m gamma kT", positive=True)
V = sp.Function("V")(x)


def generator(h):
    return (p / m * sp.diff(h, x) - sp.diff(V, x) * sp.diff(h, p)
            - g * p * sp.diff(h, p) + m * g * kT_s * sp.diff(h, p, 2))


H = p**2 / (2 * m) + V
drift = generator(H)
spread = generator(H**2) - 2 * H * drift
assert sp.simplify(drift - g * (kT_s - p**2 / m)) == 0
assert sp.simplify(spread - 2 * g * kT_s * p**2 / m) == 0

# ---- Actions of the two model wells ----
gl_x, gl_w = np.polynomial.legendre.leggauss(80)
theta, theta_w = gl_x * pi / 2, gl_w * pi / 2


def cubic_action(E, B):
    """Well V = x^2/2 - x^3/(3 xb), xb = sqrt(6 B), barrier height B."""
    angle = np.arccos(1 - 2 * np.clip(np.asarray(E) / B, 0, 1))
    s3 = 0.5 + np.cos(angle / 3)
    s1 = 0.5 + np.cos((angle + 2 * pi) / 3)
    s2 = 0.5 + np.cos((angle + 4 * pi) / 3)
    half, mid = (s2 - s1) / 2, (s2 + s1) / 2
    s = np.expand_dims(mid, -1) + np.expand_dims(half, -1) * np.sin(theta)
    gap = np.maximum(np.expand_dims(s3, -1) - s, 0)
    integral = np.sum(theta_w * np.cos(theta)**2 * np.sqrt(gap), axis=-1)
    return 4 * np.sqrt(6) * B * half**2 * integral


def morse_action(E, D):
    y = np.asarray(E) / D
    return 4 * pi * D * y / (1 + np.sqrt(np.maximum(1 - y, 0)))


# Barrier-energy action of the cubic well from its definition
B = 3.0
xb = np.sqrt(6 * B)


def cubic_V(q):
    return q**2 / 2 - q**3 / (3 * xb)


S_direct = 2 * quad(lambda q: np.sqrt(max(2 * (B - cubic_V(q)), 0)),
                    -xb / 2, xb)[0]
assert abs(S_direct / (7.2 * B) - 1) < 1e-6
assert abs(cubic_action(B, B) / S_direct - 1) < 1e-6

# Morse action from its definition, inside the well and at the rim
for y in (0.5, 0.9, 1.0):
    left = -np.log(1 + np.sqrt(y))
    right = 80.0 if y == 1.0 else -np.log(1 - np.sqrt(y))
    cuts = [left, 5.0, 20.0, right] if y == 1.0 else [left, right]
    area = sum(quad(lambda z: np.sqrt(max(y - (1 - np.exp(-z))**2, 0)),
                    a, b, limit=300)[0] for a, b in zip(cuts[:-1], cuts[1:]))
    # mass = w0 = 1: momentum scale sqrt(2D), length scale sqrt(2D)
    assert abs(2 * area * 2 / morse_action(y, 1.0) - 1) < 1e-5

# Orbit average on a real trajectory: integral of v^2 dt = S, period = dS/dE
E_test = 0.8 * B
start = xb * (0.5 + np.cos((np.arccos(1 - 2 * 0.8) + 2 * pi) / 3))


def turning(t, state):
    return state[1]


turning.terminal, turning.direction = True, -1
orbit = solve_ivp(lambda t, s: [s[1], -s[0] + s[0]**2 / xb, s[1]**2],
                  (0, 50), [start, 0, 0], events=turning,
                  rtol=1e-10, atol=1e-12)
period = 2 * orbit.t_events[0][0]
S_orbit = 2 * orbit.y_events[0][0][2]
step = 1e-3
period_from_S = (cubic_action(E_test + step, B)
                 - cubic_action(E_test - step, B)) / (2 * step)
assert abs(S_orbit / cubic_action(E_test, B) - 1) < 1e-6
assert abs(period / period_from_S - 1) < 1e-4

# ---- Mean escape time of the energy-diffusion equation ----
n_x, n_w = np.polynomial.legendre.leggauss(120)
unit_x, unit_w = (n_x + 1) / 2, n_w / 2


def formula_over_exact(action, barrier):
    """Closed-formula rate divided by 1/(mean escape time); kT = w0 = 1."""
    root_max = np.sqrt(min(barrier, 40.0))
    t = root_max * unit_x
    depth = t**2
    E = barrier - depth
    top = np.minimum(E, 40.0)
    E_in = top[:, None] * unit_x
    inner = top * np.sum(unit_w * action(E_in, barrier) * np.exp(-E_in), axis=1)
    filled = np.exp(-E) + inner / action(E, barrier)
    value = np.exp(-depth) * action(barrier, barrier) / (2 * pi) * filled
    return float(np.sum(root_max * unit_w * 2 * t * value))


heights = (10.0, 40.0, 160.0)
cubic_ratio = [formula_over_exact(cubic_action, h) for h in heights]
morse_ratio = [formula_over_exact(morse_action, h) for h in heights]
assert cubic_ratio[0] > cubic_ratio[1] > cubic_ratio[2] > 1
assert morse_ratio[0] > morse_ratio[1] > morse_ratio[2] > 1
assert cubic_ratio[2] - 1 < 0.02
rim_coefficient = (formula_over_exact(morse_action, 1e4) - 1) * 100
assert abs(rim_coefficient - np.sqrt(pi) / 2) < 0.05

# ---- Full phase-space Langevin simulation, removal at the barrier energy ----
rng = np.random.default_rng(12345)


def simulate(gamma, walkers=2000, dt=0.1):
    """Escape rate in the steady state with reinjection at the well bottom."""
    q, v, force = np.zeros(walkers), np.zeros(walkers), np.zeros(walkers)
    keep = np.exp(-gamma * dt)
    kick = np.sqrt(1 - keep**2)
    burn, total = int(3 / gamma / dt), int(10 / gamma / dt)
    events = 0
    for i in range(total):
        v += 0.5 * dt * force
        q += dt * v
        force = q * (q / xb - 1)
        v += 0.5 * dt * force
        v *= keep
        v += kick * rng.standard_normal(walkers)
        energy = 0.5 * v * v + q * q * (0.5 - q / (3 * xb))
        out = (energy >= B) | (q > xb)
        if out.any():
            q[out] = v[out] = force[out] = 0.0
            if i >= burn:
                events += int(out.sum())
    return events / (walkers * (total - burn) * dt), events


rate_per_gamma = (7.2 * B / (2 * pi) * np.exp(-B)
                  / formula_over_exact(cubic_action, B))
simulation = []
for gamma in (0.002, 0.004):
    rate, events = simulate(gamma)
    predicted = gamma * rate_per_gamma
    simulation.append((gamma, rate, rate / np.sqrt(events), predicted))
    # about 2-3 % counting error plus a few % from checking energy only each dt
    assert abs(rate / predicted - 1) < 0.12

# ---- Cycle map: energy changes between successive barrier approaches ----


def cycle_escape(delta, n=800, L=10.0):
    """Escape flux divided by the transition-state flux."""
    z, w = np.polynomial.legendre.leggauss(n)
    e, w = (z - 1) * L / 2, w * L / 2
    sd = np.sqrt(2 * delta)
    kernel = norm.pdf(e[:, None] - e[None, :], -delta, sd) * w
    source = np.exp(-e) * norm.sf(e + L, delta, sd)
    f = np.linalg.solve(np.eye(n) - kernel, source)
    return float(np.sum(w * f * norm.sf(-e, -delta, sd)))


deltas = (0.01, 0.0025)
edge_loss = [1 - cycle_escape(d) / d for d in deltas]
assert edge_loss[0] > edge_loss[1] > 0
assert 1.8 < edge_loss[0] / edge_loss[1] < 2.1
edge_coefficient = edge_loss[1] / np.sqrt(deltas[1])

# ---- Worked example: iodine molecules in helium carrier gas ----
eV, amu, ang = const.e, const.atomic_mass, const.angstrom
D_eV, a_inv, r_e = 1.5, 1.9, 2.7          # rough Morse parameters: eV, 1/A, A
mass_I, mass_He = 126.90, 4.0026          # atomic masses in amu
contact, pressure = 3.5, 10.0             # rough collision distance A; Torr
D, mu = D_eV * eV, mass_I * amu / 2
w0 = a_inv / ang * np.sqrt(2 * D / mu)
S_b = 2 * pi * np.sqrt(2 * mu * D) / (a_inv / ang)
mu_gas = mass_I * mass_He / (mass_I + mass_He) * amu


def iodine(T):
    kT = const.k * T
    density = pressure * const.torr / kT
    drag = (8 / 3) * density * (contact * ang)**2 * np.sqrt(2 * pi * mu_gas * kT)
    gamma = drag / (mass_I * amu)
    tst = w0 / (2 * pi) * np.exp(-D / kT)
    return kT, gamma, gamma * S_b / kT, tst, gamma * S_b / kT * tst


T = 1000.0
kT, gamma, delta, k_tst, k_weak = iodine(T)
assert delta < 1e-2 and D / kT > 10

finite_depth = 1 / formula_over_exact(morse_action, D / kT)

# Rotation: thermal average over fixed angular momentum, c = L^2/(2 mu)
kT_eV = kT / eV
r = np.arange(2.0, 40.0, 0.005)
morse = D_eV * (1 - np.exp(-a_inv * (r - r_e)))**2
outer = int(np.searchsorted(r, 3.5))
c_values = np.linspace(0, 40, 801)
weights, areas = [], []
for c in c_values:
    effective = morse + c / r**2
    i_top = outer + int(np.argmax(effective[outer:]))
    v_top = effective[i_top]
    inside = np.sqrt(np.maximum(v_top - effective[:i_top + 1], 0))
    areas.append(2 * np.sqrt(2 * mu * eV) * ang * trapezoid(inside, r[:i_top + 1]))
    weights.append(np.exp(-(v_top - D_eV) / kT_eV))
assert abs(areas[0] / S_b - 1) < 0.01
rotation = (trapezoid(np.array(areas) / S_b * np.array(weights), c_values)
            / (kT_eV * r_e**2))

# Energy step of one collision for a molecule kT below the rim, in kT
shallow = np.sqrt(kT / D)
mean_p2_over_m = S_b * (1 - shallow) / (2 * pi / w0 / shallow)
jump = np.sqrt((4 / 3) * mu_gas / (mass_I * amu) * mean_p2_over_m / kT)
jump_factor = 1 - edge_coefficient * jump / np.sqrt(2)
quantum_x = const.hbar * w0 / kT
quantum = 2 * np.sinh(quantum_x / 2) / quantum_x

# ---- Printed results ----
print("MODEL TESTS (mass = w0 = kT = 1)")
print(f"cubic well, barrier 3: action S_b = {S_direct:.4f}")
print(f"orbit at 0.8 barrier: period = {period:.4f}, dS/dE = {period_from_S:.4f}")
print(f"same orbit: integral v^2 dt = {S_orbit:.4f}")
for gm, rate, err, pred in simulation:
    print(f"gamma {gm:.3f}: simulated rate = {rate:.3e} +- {err:.1e}")
    print(f"gamma {gm:.3f}: energy-diffusion rate = {pred:.3e}")
print(f"simulated rate ratio, gamma doubled = "
      f"{simulation[1][1] / simulation[0][1]:.3f}")
for h, c_r, m_r in zip(heights, cubic_ratio, morse_ratio):
    print(f"barrier/kT {h:.0f}: formula/exact cubic {c_r:.4f}, Morse {m_r:.4f}")
print(f"Morse rim correction times sqrt(D/kT), D/kT=1e4: {rim_coefficient:.4f}")
for d, loss in zip(deltas, edge_loss):
    print(f"cycle map, delta {d:.4f}: fractional rate loss = {loss:.4f}")
print(f"edge loss / sqrt(delta) = {edge_coefficient:.3f}")
print("IODINE IN HELIUM (rough model parameters)")
print(f"well depth D = {D_eV:.2f} eV; Morse a = {a_inv:.2f} 1/angstrom")
print(f"bond length = {r_e:.2f} angstrom; collision distance = {contact:.2f} angstrom")
print(f"masses: I = {mass_I:.2f} amu, He = {mass_He:.4f} amu")
print(f"temperature = {T:.0f} K; pressure = {pressure:.0f} Torr")
print(f"kT = {kT_eV:.5f} eV; D/kT = {D / kT:.3f}")
print(f"w0 = {w0:.4e} 1/s; w0/2pi = {w0 / (2 * pi):.4e} 1/s")
print(f"action S_b = {S_b / eV * 1e15:.2f} eV fs = {S_b / const.hbar:.1f} hbar")
print(f"friction gamma = {gamma:.3e} 1/s")
print(f"delta = gamma S_b/kT = {delta:.3e}")
print(f"transition-state rate = {k_tst:.3e} 1/s")
print(f"weak-friction rate = {k_weak:.3f} 1/s")
for T_other in (900.0, 1100.0):
    print(f"weak-friction rate at {T_other:.0f} K = {iodine(T_other)[4]:.3f} 1/s")
print("NEGLECTED EFFECTS (factor on the 1000 K rate)")
print(f"finite well depth: {finite_depth:.3f}")
print(f"rotation, fixed angular momentum: {rotation:.2f}")
print(f"rms energy step per collision, kT below rim = {jump:.3f} kT")
print(f"finite collision step (estimate): {jump_factor:.2f}")
print(f"edge loss of cycle map: {1 - edge_coefficient * np.sqrt(delta):.4f}")
print(f"hbar w0/kT = {quantum_x:.3f}; quantized vibration: {quantum:.4f}")
print("success")
```

It prints:

```
MODEL TESTS (mass = w0 = kT = 1)
cubic well, barrier 3: action S_b = 21.6000
orbit at 0.8 barrier: period = 7.7538, dS/dE = 7.7538
same orbit: integral v^2 dt = 16.3669
gamma 0.002: simulated rate = 2.447e-04 +- 5.9e-06
gamma 0.002: energy-diffusion rate = 2.491e-04
gamma 0.004: simulated rate = 4.751e-04 +- 1.2e-05
gamma 0.004: energy-diffusion rate = 4.982e-04
simulated rate ratio, gamma doubled = 1.942
barrier/kT 10: formula/exact cubic 1.1872, Morse 1.5580
barrier/kT 40: formula/exact cubic 1.0422, Morse 1.1873
barrier/kT 160: formula/exact cubic 1.0113, Morse 1.0805
Morse rim correction times sqrt(D/kT), D/kT=1e4: 0.9014
cycle map, delta 0.0100: fractional rate loss = 0.0790
cycle map, delta 0.0025: fractional rate loss = 0.0403
edge loss / sqrt(delta) = 0.806
IODINE IN HELIUM (rough model parameters)
well depth D = 1.50 eV; Morse a = 1.90 1/angstrom
bond length = 2.70 angstrom; collision distance = 3.50 angstrom
masses: I = 126.90 amu, He = 4.0026 amu
temperature = 1000 K; pressure = 10 Torr
kT = 0.08617 eV; D/kT = 17.407
w0 = 4.0582e+13 1/s; w0/2pi = 6.4588e+12 1/s
action S_b = 464.49 eV fs = 705.7 hbar
friction gamma = 3.539e+06 1/s
delta = gamma S_b/kT = 1.908e-05
transition-state rate = 1.780e+05 1/s
weak-friction rate = 3.396 1/s
weak-friction rate at 900 K = 0.575 1/s
weak-friction rate at 1100 K = 14.326 1/s
NEGLECTED EFFECTS (factor on the 1000 K rate)
finite well depth: 0.746
rotation, fixed angular momentum: 3.49
rms energy step per collision, kT below rim = 0.509 kT
finite collision step (estimate): 0.71
edge loss of cycle map: 0.9965
hbar w0/kT = 0.310; quantized vibration: 1.0040
success
```
